# Avrami Exponent Three for Island Nucleation and Growth on a Surface

In atomic layer deposition a substrate may offer few sites at which the first precursor can react. Isolated islands then appear, spread sideways and merge, and steady growth of a closed film begins late. To read such a delay one needs the bare fraction of the substrate after a given number of cycles. Two complications stand in the way of simply adding up island areas: islands run into one another, and new islands can start only where the substrate is still bare. For constant nucleation rate and constant lateral speed both can be treated without approximation.

## Assumptions and theorem

Time $t$ is counted in deposition cycles and treated as continuous; the correction for whole cycles is worked out below. Lengths are in nm.

1. The substrate is a uniform, unbounded plane, entirely bare at $t=0$.
2. Nuclei of zero radius appear at random. In a small bare area $dA$ and a short time $dt$ the probability of a new nucleus is $I\,dA\,dt$, whatever has happened before. The constant $I$ is thus a rate per unit of bare area. If nuclei form only at special sites, this is a good approximation only when such sites are far more numerous than the nuclei that finally form. When they are scarce, the supply of unused sites runs down and the apparent Avrami exponent falls below three: for randomly placed sites it is about 2.98, 2.9 and 2.6 when the sites are 10, 2.5 and 1.2 times as numerous as the final nuclei. The mean rate per unit of total area falls as the surface fills.
3. The footprint of every island advances radially at the same constant speed $v$, and stops where it meets another island.

**Theorem.** Under these assumptions the expected bare fraction at time $t\ge 0$ is
$$U(t)=e^{-Kt^3},\qquad K=\frac{\pi I v^2}{3}.$$
Consequently $\ln(-\ln U)=\ln K+3\ln t$: the Avrami exponent, which is the slope of this line, equals three.

The proof replaces the real nuclei, whose positions depend on the islands already present, by independent events that are easy to count.

## Lemma 1: stopped islands cover the same area as full discs

Let nucleus $i$ appear at position $\mathbf x_i$ at time $s_i$. If nothing obstructed it, its edge would reach a point $\mathbf y$ at time
$$T_i(\mathbf y)=s_i+\frac{|\mathbf y-\mathbf x_i|}{v}.$$

**Claim.** The point $\mathbf y$ is covered at the earliest of these times, even though islands stop on contact.

**Proof.** No island advances faster than $v$, so $\mathbf y$ cannot be covered before the smallest $T_i(\mathbf y)$. Let nucleus $i$ have this smallest time. Suppose its path to $\mathbf y$ were blocked at a point $\mathbf z$ of the straight segment from $\mathbf x_i$ to $\mathbf y$, because nucleus $j$ got there first: $T_j(\mathbf z)<T_i(\mathbf z)$. Then
$$T_j(\mathbf y)\le T_j(\mathbf z)+\frac{|\mathbf y-\mathbf z|}{v}<T_i(\mathbf z)+\frac{|\mathbf y-\mathbf z|}{v}=T_i(\mathbf y).$$
The first step is the triangle inequality; the last equality holds because $\mathbf z$ lies on the segment. This contradicts the choice of $i$, so the path is free. $\square$

The covered region is therefore the union of full discs of radius $v(t-s_i)$, and overlaps of the discs do no harm as long as one asks whether a point is covered and not how often.

## Lemma 2: phantom nuclei change nothing

Let nucleation attempts fall on the whole plane, covered or not, independently and with constant density $I$ per unit area and time. This is a Poisson process. An attempt that lands on bare area becomes a real nucleus; one that lands on covered area is called a phantom. Since later attempts are independent of earlier ones, the real nuclei obey assumption 2.

**Claim.** If phantoms were also allowed to grow discs at speed $v$, the covered region would be the same at every time.

**Proof.** Let a phantom land at $\mathbf x'$ at time $s'$. By definition some real nucleus, born at $\mathbf x$ at time $s$, has a disc that contains $\mathbf x'$:
$$|\mathbf x'-\mathbf x|\le v(s'-s).$$
Any point $\mathbf y$ inside the phantom's disc at a later time $t$ satisfies $|\mathbf y-\mathbf x'|\le v(t-s')$. Adding the two inequalities and using the triangle inequality gives
$$|\mathbf y-\mathbf x|\le|\mathbf y-\mathbf x'|+|\mathbf x'-\mathbf x|\le v(t-s')+v(s'-s)=v(t-s).$$
The real disc already contains $\mathbf y$. $\square$

The proof shows where equal speeds and zero initial radius enter. A phantom that grew faster than its host could overtake the host's edge. A phantom born near that edge with a finite radius would stick out at once. In either case phantoms would cover area that the real islands have not reached, and the theorem would not follow.

## Proof of the theorem

By the two lemmas, a chosen point is bare at time $t$ when no attempt, real or phantom, has a disc that reaches it. An attempt at time $s$ reaches it by time $t$ if it falls within the distance $v(t-s)$. The dangerous attempts thus fill a cone in space and time, with its tip at the chosen point at time $t$ and a base of radius $vt$ at time zero.

The expected number of attempts in this cone is
$$X(t)=I\int_0^t \pi v^2(t-s)^2\,ds.$$
With the age $u=t-s$ we have $ds=-du$, and the limits $s=0,t$ become $u=t,0$. Reversing the limits removes the minus sign:
$$X(t)=\pi I v^2\int_0^t u^2\,du=\frac{\pi I v^2t^3}{3}=Kt^3.$$

Now divide the cone into small cells of space-time volume $\delta_k$. Cell $k$ is empty with probability $1-I\delta_k$, up to terms of higher order in $\delta_k$, and the cells are independent. The probability that all are empty is the product, whose logarithm is
$$\sum_k\ln(1-I\delta_k)\longrightarrow-I\sum_k\delta_k=-X(t)$$
as the cells shrink. Hence the point is bare with probability $e^{-X(t)}$. All points are equivalent, so this is also the expected bare fraction. Taking logarithms twice gives the Avrami line. $\square$

**Remark on single samples.** The theorem gives an expectation. Two points more than $2vt$ apart have cones that do not overlap, so their fates are independent. The covariance of "bare" at two points is at most $1/4$. The variance of the bare fraction in an observed area $A$ is therefore at most $\tfrac14\pi(2vt)^2/A=\pi v^2t^2/A$, and a sample much larger than an island follows the law closely.

## What the exponent means

The quantity $X$ is the extended coverage: the summed area of all discs per unit substrate area, with overlaps and phantoms counted in full. It can exceed one. The true coverage is $\theta=1-U=1-e^{-X}$, and its rate of growth is
$$\frac{d\theta}{dt}=e^{-X}\frac{dX}{dt}=3Kt^2e^{-Kt^3}.$$
The factor $dX/dt$ is the growth without obstruction; the factor $U=e^{-X}$ is the share of it that falls on bare substrate. For $Kt^3\ll1$ the coverage is $\theta\approx Kt^3$.

Of the three powers of time, two come from the area of a disc and one from the steady supply of new nuclei. A second case isolates this last power. Let all nuclei be present at $t=0$, placed at random with density $N_0$, and let none form later. Each disc then has area $\pi v^2t^2$, and the same counting of empty regions gives
$$U_0(t)=e^{-\pi N_0v^2t^2},$$
with exponent two. If initial nuclei and continuing nucleation occur together, their expected numbers add, $X=\pi N_0v^2t^2+Kt^3$, and the local slope is
$$\frac{d\ln X}{d\ln t}=\frac{2\pi N_0v^2t^2+3Kt^3}{\pi N_0v^2t^2+Kt^3}.$$
It rises from two to three. The two terms are equal when $\pi N_0v^2=Kt$, that is, at $t=3N_0/I$.

The origin of time also matters. If nucleation starts only after an incubation time $t_0$, then $X=K(t-t_0)^3$, and a plot against $\ln t$ has the local slope $3t/(t-t_0)$, which exceeds three. A slope different from three thus need not mean a different growth geometry.

## Corollary: characteristic times and island density

**Half coverage.** Setting $e^{-Kt^3}=1/2$ gives $t_{1/2}=(\ln2/K)^{1/3}$.

**Fastest covering.** Differentiating the covering rate once more,
$$\frac{d^2\theta}{dt^2}=3K\left(2t-3Kt^4\right)e^{-Kt^3}.$$
For $t>0$ this vanishes at $t_{\max}=(2/(3K))^{1/3}$, and it changes there from positive to negative, so the rate is largest. The bare fraction at that moment is $e^{-2/3}$, whatever the values of $I$ and $v$.

**Mean bare time.** Let $T$ be the time at which a given point is covered. Since $U(t)$ is the probability that $T>t$, the mean of $T$ is
$$\tau=\int_0^\infty U(t)\,dt.$$
Put $w=Kt^3$, so that $t=K^{-1/3}w^{1/3}$ and $dt=\tfrac13K^{-1/3}w^{-2/3}dw$. Then
$$\tau=\frac{K^{-1/3}}{3}\int_0^\infty w^{-2/3}e^{-w}dw=\tfrac13\Gamma(\tfrac13)K^{-1/3}=\Gamma(\tfrac43)K^{-1/3}.$$

**Final density of nuclei.** Real nuclei form at the mean rate $IU(t)$ per unit total area. Their final density, with merged islands still counted separately, is
$$N=I\int_0^\infty U\,dt=I\tau=\Gamma(\tfrac43)\left(\frac3\pi\right)^{1/3}\left(\frac Iv\right)^{2/3}.$$
The last form follows from $IK^{-1/3}=I\,(3/(\pi Iv^2))^{1/3}$. Faster lateral growth lowers the density because it closes the surface before more nuclei can form.

The coverage curve alone determines the product $Iv^2$ through $K$, but not $I$ and $v$ separately. A count of the final nuclei supplies what is missing: $I=N/\tau$, and then $v^2=3K/(\pi I)$.

## Corollary: the nucleation delay in film thickness

Coverage does not fix the thickness; a rule for vertical growth is needed. Suppose that every point, once covered, thickens at the constant rate $g$. A point at distance $r$ from an unobstructed nucleus born at $s$ then has height $g(t-s-r/v)$, so the islands are cones with side slope $g/v$.

The height at a point is $g(t-T)$ if $T<t$ and zero otherwise. This equals $g$ times the time already spent covered, and its mean is
$$h(t)=g\int_0^t\theta(t')\,dt'=g\left[t-\int_0^tU(t')\,dt'\right].$$
At early times $\theta\approx Kt'^3$ gives $h\approx gKt^4/4$. At late times the remaining integral tends to $\tau$, so that
$$h(t)\to g(t-\tau).$$
Extending the straight late part of the thickness curve back to $h=0$ gives the intercept $t=\tau$. In this model the nucleation delay is the mean time for which a point stays bare.

The approach to the line is fast. For $t'\ge t$ the factor $t'^2/t^2$ is at least one, and therefore
$$\int_t^\infty U\,dt'\le\frac1{t^2}\int_t^\infty t'^2e^{-Kt'^3}dt'=\frac{e^{-Kt^3}}{3Kt^2}.$$
These thickness results belong to conical islands. Ideal conformal growth, equally fast in every direction, gives hemispheres instead, with $g=v$. They obey the same coverage law, but at distance $r$ from its centre a hemisphere of age $u$ has the height $\sqrt{v^2u^2-r^2}$, which is at least the height $vu-r$ of the cone. Such a film lags less behind growth from the first cycle, and its lag does not settle at a fixed value. At late times a hemisphere born at $s$ has the height $v\,[t-s-r^2/(2v^2t)]$ approximately, so its lag is below $L$ when $r^2<2v^2t(L-s)$. The expected number of such attempts is $\pi Iv^2tL^2$, and the mean lag tends to $1/(2v\sqrt{It})$, which falls slowly to zero. The mean thickness then grows faster than $v$ after the islands merge, the extrapolated intercept drifts downward with the range of cycles fitted, and the mean bare time $\tau$ cannot be read from the thickness curve in this way.

## Remark: whole cycles

Suppose that growth takes place during each cycle and new nuclei appear at its end. After $n$ cycles, a nucleus from cycle $k$ has grown for $n-k$ cycles. With $t$, $I$ and $v$ expressed per cycle and $m=n-k$, the extended coverage is
$$X_n=\pi Iv^2\sum_{m=0}^{n-1}m^2=\pi Iv^2\,\frac{(n-1)n(2n-1)}6.$$
Since $(n-1)n(2n-1)=2n^3-3n^2+n$, division by $Kn^3=\pi Iv^2n^3/3$ gives
$$\frac{X_n}{Kn^3}=1-\frac3{2n}+\frac1{2n^2}.$$
The continuous law is the limit of many cycles. If the nuclei appeared at the start of each cycle instead, the sum would run from $m=1$ to $n$ and the leading correction would be $+3/(2n)$.

## Worked example

Take the round model values $I=1.0\times10^{-4}\ \mathrm{nm^{-2}\,cycle^{-1}}$, $v=0.10$ nm/cycle and $g=0.050$ nm/cycle. They describe no particular process; with $g<v$ the islands spread faster than they thicken, so the delay and thickness below hold for the cone rule and not for conformal growth. Then
$$K=\frac{\pi(1.0\times10^{-4})(0.10)^2}{3}=1.047\times10^{-6}\ \mathrm{cycle^{-3}}.$$
The half-coverage time is $(0.6931/K)^{1/3}=87.1$ cycles. The oldest possible island then has a radius of 8.7 nm. The zero initial radius is an idealisation on this scale: nuclei born with a radius of 0.3 nm have a head start of three cycles, which lowers the bare fraction at 80 cycles from 0.585 to about 0.55. The extended coverage is 0.693 while the true coverage is 0.5; the difference is overlap and phantom area. Covering is fastest slightly earlier, at 86.0 cycles, when 51.3% of the substrate is bare, and the coverage then grows by 0.0119 per cycle.

The delay is $\tau=0.893\,K^{-1/3}=87.9$ cycles. The three times lie close together because they are $K^{-1/3}$ multiplied by the similar numbers $(\ln2)^{1/3}$, $(2/3)^{1/3}$ and $\Gamma(4/3)$. At 250 cycles the mean thickness is $0.050\times(250-87.94)=8.10$ nm, where growth from the first cycle at the full rate would have given 12.5 nm.

The final density of nuclei is $N=1.0\times10^{-4}\times87.94=8.79\times10^{-3}\ \mathrm{nm^{-2}}$, or $8.79\times10^{11}\ \mathrm{cm^{-2}}$.

The coverage law, the mean bare time and the final density of nuclei were tested against a simulation in a periodic square of side 400 nm, repeated eight times, in which nuclei were admitted only on bare area. The bare fractions are:

| Cycles | Formula | Simulation |
|---|---|---|
| 40 | 0.935 | 0.935 |
| 80 | 0.585 | 0.585 |
| 100 | 0.351 | 0.355 |
| 120 | 0.164 | 0.165 |

The fitted Avrami exponent, taken between bare fractions of 0.9 and 0.1, is 2.99. With the same mean density of nuclei all present at the start it is 2.01, and after 80 cycles the formula leaves 17% of the surface bare instead of 58%. The simulated final density exceeds the formula by about 0.8% of the latter, within the 3% allowed for the scatter of a finite sample. Of 28,160 attempts 11,341 became real nuclei, and letting the phantoms grow as well changed no covering time at the points examined, as Lemma 2 requires.

For whole cycles at $n=87$, the extended coverage is 0.678 instead of 0.690, a shortfall of 1.7% relative to the continuous value. The bare fraction changes from 0.502 to 0.508. The numerical output below gives the remaining comparisons.

## Computed results

```
nucleation rate I = 1.0e-04 nm^-2 cycle^-1
radial speed v = 0.10 nm/cycle
vertical growth g = 0.050 nm/cycle
K = pi I v^2/3 = 1.0472e-06 cycle^-3
half-coverage time = 87.15 cycles
island radius at half coverage, oldest = 8.71 nm
extended coverage at half coverage, formula = 0.6931
extended coverage at half coverage, simulated = 0.6978
time of fastest covering, formula = 86.03 cycles
time of fastest covering, numerical = 86.03 cycles
bare fraction at fastest covering = 0.5134
largest covering rate = 0.01194 cycle^-1
Gamma(4/3) = 0.89298
mean bare time tau, formula = 87.94 cycles
mean bare time tau, simulated = 88.08 cycles
delay from late thickness line = 87.94 cycles
mean thickness at 250 cycles = 8.103 nm
final island density, formula = 0.00879 nm^-2
final island density, formula = 8.794e+11 cm^-2
final island density, simulated = 0.00886 nm^-2
simulation: box side = 400 nm, runs = 8
simulation: probe points per run = 2500
simulation: attempts = 28160, real nuclei = 11341
largest change of covering time by phantoms = 0.0e+00 cycles
t = 40 cycles: bare fraction formula 0.9352, simulated 0.9346
t = 60 cycles: bare fraction formula 0.7976, simulated 0.7964
t = 80 cycles: bare fraction formula 0.5850, simulated 0.5854
t = 100 cycles: bare fraction formula 0.3509, simulated 0.3553
t = 120 cycles: bare fraction formula 0.1637, simulated 0.1648
t = 140 cycles: bare fraction formula 0.0565, simulated 0.0563
Avrami exponent, continuing nucleation = 2.991
Avrami exponent, all nuclei at start = 2.014
all nuclei at start, t = 80 cycles: bare fraction formula 0.1707, simulated 0.1729
whole cycles: n = 87
extended coverage, stepwise = 0.6777
extended coverage, continuous = 0.6896
relative shortfall = 0.01718, 3/(2n) = 0.01724
bare fraction, stepwise = 0.5078
bare fraction, continuous = 0.5018
```
